\section*{Transmission through a single onsite impurity in a tight-binding chain}

\section*{Question}

I am stuck on an exercise about an infinite one-dimensional chain with one orbital per site and nearest-neighbour hopping $-t$. All onsite energies are zero except at site $0$, where the energy is $U=2t$. I am asked to show that a particle at the centre of the band is transmitted with probability one half.

I wrote an incident and a reflected wave on the left and a transmitted wave on the right. Requiring both to agree at site $0$ gives $1+r=\tau$, which is one equation for two unknowns. For a delta barrier in continuous space I would now use the jump in the derivative, but a lattice has no derivative. What replaces it?

Two related things puzzle me. Transport codes get the transmission from self-energies and a Green function, and I do not see how that connects to matching waves. And if I send a wave packet at the impurity in a simulation, should half of it come out on the other side?

\section*{Answer}

The missing condition is the Schr\"odinger equation at the impurity site itself. You have used the equations on all the other sites, because they are what makes plane waves solutions there, but not yet the one that contains $U$.

\subsection*{Waves in the clean chain}

I set $\hbar=1$ and take $t>0$. The site number $n$ has no dimension, so a velocity is a number of sites per unit time. The amplitudes $\psi_n$ of a state of energy $E$ obey
\begin{equation}
E\psi_n=U\delta_{n0}\psi_n-t(\psi_{n-1}+\psi_{n+1}).
\label{eq:lattice}
\end{equation}
Away from the impurity, insert $\psi_n=e^{ikn}$ and divide by $e^{ikn}$:
\begin{equation}
E=-t(e^{-ik}+e^{ik})=-2t\cos k .
\label{eq:band}
\end{equation}
The band runs from $-2t$ to $2t$. Its centre is $E=0$, where $k=\pi/2$ for a wave moving to the right. The direction of motion follows from the group velocity
\begin{equation}
v=\frac{dE}{dk}=2t\sin k ,
\end{equation}
which is positive for $0<k<\pi$. For such $k$, $e^{ikn}$ moves right and $e^{-ikn}$ moves left.

\subsection*{What counts as transmission}

Transmission is a ratio of currents, so we need the current on a lattice. With a dot for the time derivative, the time-dependent equation is
\begin{equation}
\dot\psi_n=-iU\delta_{n0}\psi_n+it(\psi_{n+1}+\psi_{n-1}).
\end{equation}
The density on site $n$ changes at the rate $2\,\mathrm{Re}(\psi_n^*\dot\psi_n)$. The onsite term is purely imaginary and drops out. Since $\mathrm{Re}(iz)=-\mathrm{Im}\,z$, the hopping terms give
\begin{align}
\frac{d|\psi_n|^2}{d(\text{time})}
&=-2t\,\mathrm{Im}(\psi_n^*\psi_{n+1})-2t\,\mathrm{Im}(\psi_n^*\psi_{n-1})\nonumber\\
&=J_{n-1}-J_n,\qquad J_n=2t\,\mathrm{Im}(\psi_n^*\psi_{n+1}).
\end{align}
The second line uses $\mathrm{Im}(\psi_n^*\psi_{n-1})=-\mathrm{Im}(\psi_{n-1}^*\psi_n)$. Thus $J_n$ is the current from site $n$ to site $n+1$. In a stationary state the density does not change, and $J_n$ is the same on every bond.

For the transmitted wave $\tau e^{ikn}$,
\begin{equation}
J=2t|\tau|^2\,\mathrm{Im}\,e^{ik}=v|\tau|^2 .
\end{equation}
On the left, $\psi_n=e^{ikn}+re^{-ikn}$, and multiplying out gives
\begin{equation}
\psi_n^*\psi_{n+1}=e^{ik}+|r|^2e^{-ik}
+re^{-ik(2n+1)}+r^*e^{ik(2n+1)} .
\end{equation}
The last two terms are complex conjugates of each other. Their sum is real and carries no current, so $J=v(1-|r|^2)$. The incident wave alone carries $v$. Therefore
\begin{equation}
T=|\tau|^2,\qquad R=|r|^2,\qquad T+R=1 .
\end{equation}
No ratio of velocities appears in $T$ because the two leads are identical.

\subsection*{The second matching condition}

The scattering state is
\begin{equation}
\psi_n=\begin{cases}
e^{ikn}+re^{-ikn}, & n\le 0,\\
\tau e^{ikn}, & n\ge 0.
\end{cases}
\end{equation}
Both forms include site $0$: the equation at $n=-1$ links $\psi_{-2}$, $\psi_{-1}$ and $\psi_0$, so the left-hand solution reaches site $0$, and the equation at $n=1$ does the same from the right. Equating the two values gives your condition, $1+r=\tau$.

Now write equation \eqref{eq:lattice} at $n=0$, with $\psi_0=\tau$, $\psi_{-1}=e^{-ik}+re^{ik}$ and $\psi_1=\tau e^{ik}$:
\begin{equation}
(E-U)\tau=-t\left(e^{-ik}+re^{ik}+\tau e^{ik}\right).
\end{equation}
Replace $r$ by $\tau-1$ and use $e^{-ik}-e^{ik}=-2i\sin k$:
\begin{align}
(E-U)\tau&=-t\left(e^{-ik}-e^{ik}+2\tau e^{ik}\right)\nonumber\\
&=2it\sin k-2t\tau e^{ik}.
\end{align}
Collecting the terms in $\tau$,
\begin{equation}
\left(E+2te^{ik}-U\right)\tau=2it\sin k .
\end{equation}
From \eqref{eq:band}, $E+2te^{ik}=-2t\cos k+2t\cos k+2it\sin k=iv$. Hence
\begin{equation}
\tau=\frac{iv}{iv-U},\qquad
r=\tau-1=\frac{U}{iv-U}.
\label{eq:amplitudes}
\end{equation}
The squared modulus of the denominator is $v^2+U^2$, and $v^2=4t^2\sin^2k=4t^2-E^2$, so
\begin{equation}
T=\frac{v^2}{v^2+U^2}=\frac{4t^2-E^2}{4t^2-E^2+U^2}.
\label{eq:T}
\end{equation}
Likewise $R=U^2/(v^2+U^2)$, and the two add up to one, as current conservation demands.

At band centre $v=2t$. With $U=2t$ as well,
\begin{equation}
\tau=\frac{i}{i-1}=\frac{1-i}{2},\qquad
r=-\frac{1+i}{2},\qquad T=R=\frac12 .
\end{equation}
This is the result you were asked to show. More generally, \eqref{eq:T} gives one half whenever $|U|=v$, that is, when the impurity strength equals the velocity in these units. The value $2t$ is special to band centre because the velocity there is $2t$.

\subsection*{How this relates to the derivative jump}

Add $2t\psi_0$ to both sides of the equation at site $0$, divide by $t$ and rearrange:
\begin{equation}
(\psi_1-\psi_0)-(\psi_0-\psi_{-1})=\frac{U-(E+2t)}{t}\,\psi_0 .
\end{equation}
The left side is the change of slope across the impurity. Near the bottom of the band $E+2t=2t(1-\cos k)\approx tk^2$. This is the kinetic energy $k^2/2m$ of a particle of mass $m=1/(2t)$, with the lattice spacing as the unit of length. For small $k$ at fixed $U$ it can be neglected beside $U$, and the slope changes by $(U/t)\psi_0=2mU\psi_0$. That is the rule for a barrier $U\delta(x)$. In the same limit $v\approx 2tk$, and \eqref{eq:T} becomes
\begin{equation}
T\approx\frac{4t^2k^2}{4t^2k^2+U^2},
\end{equation}
the delta-barrier transmission. It cannot be carried over to band centre, where the wavelength $2\pi/k$ is four sites and $\sin k$ is no longer close to $k$. Putting $k=\pi/2$ and $U=2t$ into it would give $\pi^2/(\pi^2+4)$, which is larger than one half.

\subsection*{Numbers for one chain}

Take $t=0.05$ hartree and $U=0.10$ hartree, round model values that stand for no particular material. The velocity at band centre is $v=2\times0.05=0.10$ sites per atomic unit of time. The amplitudes can be found without \eqref{eq:amplitudes}: start from a purely outgoing wave on the right, use \eqref{eq:lattice} to step leftwards site by site, and split the result into its two plane waves. This gives $\tau=0.5-0.5i$ and $r=-0.5-0.5i$, as derived above. The phase of the transmitted wave differs by $-45^\circ$ from that of the wave in a clean chain.

The density shows the scattering in more detail. At $k=\pi/2$ we have $e^{ikn}=i^n$ and $e^{-ikn}=i^n(-1)^n$, so on the left
\begin{equation}
|\psi_n|^2=|1+(-1)^nr|^2=
\begin{cases}
|(1-i)/2|^2=1/2, & n\text{ even},\\
|(3+i)/2|^2=5/2, & n\text{ odd}.
\end{cases}
\end{equation}
The recursion gives $0.5$ at site $-2$ and $2.5$ at site $-1$, relative to an incident density of one. The mean, $1.5$, is $1+R$. On the right the density is uniform and equal to $0.5$. The ratio of densities on two chosen sites is therefore not the transmission; the currents are what must be compared. On both sides the current is $0.10\times0.5=0.05$ per atomic unit of time, half of what the incident wave carries.

\subsection*{Other strengths and other energies}

At band centre \eqref{eq:T} reads $T=4/[4+(U/t)^2]$. The recursion gives

\begin{center}
\begin{tabular}{lcccc}
$U/t$ & 0.5 & 1 & 2 & 4\\
$T$ at $E=0$ & 0.941 & 0.800 & 0.500 & 0.200
\end{tabular}
\end{center}

For a weak impurity, $|U|\ll v$, the reflection is approximately $U^2/v^2$. At $U=0.5t$ this estimate is $0.0625$, while the full reflection is $1-0.941=0.059$. For a strong impurity, $|U|\gg v$, the transmission is approximately $v^2/U^2$. At $U=4t$ that gives $0.25$ instead of $0.20$, so this strength is not yet deep in the strong regime. The exercise sits at the crossover, where neither approximation is useful.

The sign of $U$ does not matter, because $T$ contains $U^2$: a well of depth $2t$ also transmits one half at band centre. What changes is the phase, since reversing $U$ in \eqref{eq:amplitudes} turns $\tau$ into its complex conjugate.

Now keep $U=2t$ and change the energy:

\begin{center}
\begin{tabular}{lccccc}
$E/t$ & 0 & 0.5 & 1 & 1.5 & 1.9\\
$T$ for $U=2t$ & 0.500 & 0.484 & 0.429 & 0.304 & 0.089
\end{tabular}
\end{center}

At $E=t$, for example, $T=(4-1)/(4-1+4)=3/7$. Writing $T=1-U^2/(v^2+U^2)$ shows that $T$ grows with $v^2$. It is therefore largest at band centre, where the velocity is largest, and it vanishes at the band edges, where the velocity goes to zero. For this impurity one half is the highest transmission in the band.

\subsection*{The same calculation with self-energies}

A transport code replaces each lead by an extra, energy-dependent term on the site to which the lead is attached. To see where the term comes from, consider the retarded Green function $G_{n0}$, the response at site $n$ to a unit source at site $0$:
\begin{equation}
EG_{n0}-U\delta_{n0}G_{n0}+t(G_{n-1,0}+G_{n+1,0})=\delta_{n0}.
\end{equation}
Retarded means that $E$ carries a small positive imaginary part $\eta$. Since $dE=v\,dk$, the wave number then becomes $k+i\eta/v$, and $e^{ik|n|}$ decays away from the source while $e^{-ik|n|}$ would grow. The acceptable solution is $G_{n0}=G_{00}e^{ik|n|}$, with waves leaving on both sides. Put it into the equation at $n=0$:
\begin{equation}
\left(E-U+2te^{ik}\right)G_{00}=1 .
\end{equation}
Each lead has contributed $te^{ik}$ to the bracket. Comparison with the form $(E-U-2\Sigma)G_{00}=1$ identifies the self-energy of one lead and the corresponding broadening:
\begin{equation}
\Sigma=-te^{ik},\qquad \Gamma=-2\,\mathrm{Im}\,\Sigma=2t\sin k=v .
\end{equation}
The bracket is the one met in the matching calculation, $iv-U$. So $G_{00}=1/(iv-U)$, and \eqref{eq:amplitudes} says $\tau=ivG_{00}$. Taking the squared modulus and using $\Gamma=v$,
\begin{equation}
T=\Gamma^2|G_{00}|^2 .
\end{equation}
This is the code's formula, transmission equals $\Gamma_L\Gamma_R|G|^2$, for a device of one site. The broadening is the velocity in the lead, and $G$ contains the matching condition.

At band centre $\Sigma=-it$: its real part vanishes, so the leads do not shift the level. For the example, $\mathrm{Im}\,\Sigma=-0.05$ hartree and $\Gamma=0.10$ hartree.

The device may also include some clean sites. With seven sites and the impurity in the middle, the relevant $G$ connects the two end sites, $-3$ and $3$. In a clean chain $U=0$, so a unit source at site $-3$ sends out the wave $e^{ik|n+3|}/(iv)$. The impurity multiplies the part that passes it by $\tau$. At site $3$ this gives $G_{3,-3}=\tau e^{6ik}/(iv)$, and again $\Gamma^2|G_{3,-3}|^2=|\tau|^2$. As a test, the lead self-energy was computed from the standing waves of a half-infinite chain instead of from $-te^{ik}$. The seven-site device then gave $T=0.50000$ at band centre.

\subsection*{What a wave packet does}

A packet contains a range of wave numbers, and each is transmitted with its own $T$. If the packet is several sites wide, so that all its components move towards the impurity, the fraction on the right after the collision is the average of $T(k)$ over the packet. Let $k=\pi/2+\delta$ with small $\delta$, so that $\sin^2k=\cos^2\delta\approx1-\delta^2$. For $U=2t$,
\begin{equation}
T=\frac{\sin^2k}{1+\sin^2k}\approx\frac{1-\delta^2}{2-\delta^2}
\approx\frac12-\frac{\delta^2}{4}.
\end{equation}
There is no linear term because $T$ has its maximum at band centre. A Gaussian packet whose density has standard deviation $\sigma$ in position has standard deviation $1/(2\sigma)$ in wave number. The mean of $\delta^2$ is then $1/(4\sigma^2)$, and the transmitted fraction is
\begin{equation}
\langle T\rangle\approx\frac12-\frac{1}{16\sigma^2}.
\end{equation}

For a packet with $\sigma=40$ sites the correction is $1/25600\approx0.00004$. In the simulation such a packet starts at site $-250$ and evolves for $5000$ atomic units of time, long enough to cover $0.10\times5000=500$ sites. The fraction found on the right is $0.49996$. The small deficit is thus not a numerical error: it is the spread in wave number. A narrower packet would show a larger one.

A packet centred at $k=\pi/4$ tests the formula away from band centre. There $\sin^2k=1/2$ and $T=(1/2)/(3/2)=1/3$. The simulation gives $0.33329$, which agrees with the average of $T(k)$ over that packet.

\subsection*{Conductance, and when the answer changes}

If the chain is a wire with its Fermi energy at band centre, the transmission fixes its conductance. For electrons that do not interact, at zero temperature, for small voltage and with two equivalent spin channels,
\begin{equation}
\mathcal G=\frac{2e^2}{h}\,T=\frac{e^2}{h}=\frac{1}{2\pi}\,\frac{e^2}{\hbar}.
\end{equation}
This is $0.159$ atomic units, or $38.7$ microsiemens. It does not depend on $t$, provided that $U/t=2$.

The value one half rests on the assumptions of the model. $U$ must be measured from the onsite energy of the leads, not from the bottom of the band. The derivation also takes the bonds next to the impurity to have the same hopping as all the others. With hoppings $-t_L$ and $-t_R$ on these two bonds, the equations at sites $-1$ and $1$ give $t_L\psi_0=t(1+r)$ and $t_R\psi_0=t\tau$, and the equation at site $0$ changes as well. At band centre the result is $T=\Gamma_L\Gamma_R/[(\Gamma_L+\Gamma_R)^2/4+U^2]$ with $\Gamma_L=2t_L^2/t$ and $\Gamma_R=2t_R^2/t$, which for $U=2t$ is in general not one half. A second impurity, $d$ sites from the first and equal to it, would add multiple reflections. Summing them gives $T=|\tau|^4/|1-r^2e^{2ikd}|^2$, which in general depends on $d$. The present example is an exception: at band centre with $U=2t$, $r^2=i/2$ and $e^{2ikd}=\pm1$, so $T=(1/4)/(5/4)=1/5$ at every distance.

In a two-dimensional sheet the nearest counterpart is a whole line of shifted sites. Take a square lattice with hopping $-t$ and energy $U$ on every site of the column $n=0$. The system is still periodic along the column, so $\psi_{n,m}=e^{iqm}\phi_n$, where $m$ counts sites along it. Hopping in that direction contributes $-2t\cos q$, and $\phi_n$ obeys \eqref{eq:lattice} with $E$ replaced by $E+2t\cos q$. At $E=0$ equation \eqref{eq:T} then gives
\begin{equation}
T(q)=\frac{4t^2\sin^2q}{4t^2\sin^2q+U^2}.
\end{equation}
With $U=2t$ this reaches one half at $q=\pm\pi/2$ and is smaller for every other $q$. A single impurity in the sheet is a different problem: it breaks the periodicity along the column and scatters between different $q$, so the one-dimensional formula does not apply to it.

The results of the recursion, the seven-site device and the wave-packet runs are listed in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
hopping t = 0.050 hartree
impurity energy U = 0.100 hartree
wave number at band centre k = 1.570796 rad per site
velocity v = 0.1000 sites per atomic time unit
tau: real 0.500000, imaginary -0.500000 (dimensionless)
r: real -0.500000, imaginary -0.500000 (dimensionless)
phase of tau = -45.000 degrees
transmission T = 0.500000 (dimensionless)
reflection R = 0.500000 (dimensionless)
T with U reversed in sign = 0.500000 (dimensionless)
density at site -2 = 0.500000 (incident wave = 1)
density at site -1 = 2.500000 (incident wave = 1)
density at site 0 = 0.500000 (incident wave = 1)
density at site 1 = 0.500000 (incident wave = 1)
current left of impurity = 0.050000 per atomic time unit
current right of impurity = 0.050000 per atomic time unit
T at band centre for U/t = 0.5: 0.941176
T at band centre for U/t = 1.0: 0.800000
T at band centre for U/t = 2.0: 0.500000
T at band centre for U/t = 4.0: 0.200000
T for U = 2t at E/t = 0.0: 0.500000
T for U = 2t at E/t = 0.5: 0.483871
T for U = 2t at E/t = 1.0: 0.428571
T for U = 2t at E/t = 1.5: 0.304348
T for U = 2t at E/t = 1.9: 0.088838
lead self-energy at E = 0, imaginary part = -0.050000 hartree
lead broadening Gamma at E = 0 = 0.100000 hartree
T from seven-site device at E = 0 = 0.50000 (dimensionless)
packet: start site -250, density width 40 sites
packet travel time = 5000.0 atomic time units
packet at k = pi/2, transmitted fraction = 0.499961
packet at k = pi/2, momentum-averaged T = 0.499961
packet at k = pi/4, transmitted fraction = 0.333287
packet at k = pi/4, momentum-averaged T = 0.333287
conductance = 0.159155 atomic units (e^2/hbar)
conductance = 38.7405 microsiemens
\end{verbatim}
